\section*{Split Krylov baths: from density matrix embedding to dynamical mean-field theory}

Take a single orbital $f$ of a large system whose electrons move in a mean-field Hamiltonian $h$, a Hermitian matrix in a finite orthonormal basis. Measure energies from a chemical potential $\mu$ that lies in a gap of the spectrum, $x=h-\mu$, and let $D$ be the projector on the eigenvectors with $x<0$ and $Q=1-D$ the projector on the empty ones. At zero temperature $D$ is the density matrix per spin, and $\bar n=f^\dagger Df$ is the occupation of $f$ per spin. If $0<\bar n<1$, the orbital splits into an occupied and an empty part,
\begin{equation}
f=\sqrt{\bar n}\,a+\sqrt{1-\bar n}\,b,\qquad a=\frac{Df}{\sqrt{\bar n}},\qquad b=\frac{Qf}{\sqrt{1-\bar n}} .
\end{equation}
The vectors $a$ and $b$ are normalized and orthogonal. Since $x$ commutes with $D$, also $a^\dagger xb=0$. In the two-dimensional space of $a$ and $b$ the projected Hamiltonian is therefore diagonal, with the energies
\begin{equation}
e_a=\frac{f^\dagger xDf}{f^\dagger Df}<0,\qquad e_b=\frac{f^\dagger xQf}{f^\dagger Qf}>0 .
\end{equation}
Filling the negative level fills $a$. The fragment then has the occupation $|f^\dagger a|^2=\bar n$, as in the large system, and the energy-weighted occupation $\bar n e_a=f^\dagger xDf$ is correct as well. The second vector needed besides $f$ is
\begin{equation}
\beta=\sqrt{1-\bar n}\,a-\sqrt{\bar n}\,b .
\end{equation}
This is the bath orbital of density matrix embedding theory (DMET). Its level and its coupling to the fragment are
\begin{equation}
\beta^\dagger x\beta=(1-\bar n)e_a+\bar n e_b,\qquad f^\dagger x\beta=\sqrt{\bar n(1-\bar n)}\,(e_a-e_b).
\label{eq:bath}
\end{equation}

Numbers make this concrete. Consider an open chain of ten sites with nearest-neighbour hopping $-1$ eV, second-neighbour hopping $0.2$ eV and levels alternating between $+0.5$ and $-0.5$ eV, starting with $+0.5$ eV. Five levels are doubly occupied, and site 4 is the fragment. These are round model parameters. The gap is $1.133$ eV, with $\mu$ at its middle. Diagonalization gives $\bar n=0.71524$, $f^\dagger xDf=-0.75933$ eV and $f^\dagger xQf=0.56804$ eV, hence
\begin{equation}
e_a=\frac{-0.75933}{0.71524}=-1.0616\ \mathrm{eV},\qquad
e_b=\frac{0.56804}{0.28476}=1.9948\ \mathrm{eV}.
\end{equation}
By (\ref{eq:bath}) the bath level is $1.124$ eV above $\mu$ and the coupling has magnitude $1.379$ eV. The next energy weight is no longer right: the cluster gives $\bar n e_a^2=0.8061$ eV$^2$, whereas the chain has $f^\dagger x^2Df=0.8526$ eV$^2$. One occupied level carries the weight and the mean energy of the occupied spectrum seen from the fragment, but not its spread. More bath orbitals are needed for that.

Now let the fragment have $n_f$ orthonormal orbitals, the columns of $F$. The hole and particle energy-weighted density matrices are
\begin{equation}
M^<_m=F^\dagger x^mDF,\qquad M^>_m=F^\dagger x^mQF .
\end{equation}
They are the moments $\int\varepsilon^mA^{<,>}(\varepsilon)\,d\varepsilon$ of the spectral functions $A^<(\varepsilon)=F^\dagger\delta(\varepsilon-x)DF$ and $A^>(\varepsilon)=F^\dagger\delta(\varepsilon-x)QF$. Using $x$ instead of $h$ loses nothing, because $h^m=(x+\mu)^m$ is a combination of $x^0,\dots,x^m$. The moments also have a meaning in imaginary time. For $\tau\ge0$ define
\begin{equation}
G^<(\tau)=F^\dagger e^{\tau x/\hbar}DF,\qquad G^>(\tau)=F^\dagger e^{-\tau x/\hbar}QF ,
\label{eq:G}
\end{equation}
both of which decay. Each derivative brings down a factor $\pm x/\hbar$, so that
\begin{equation}
M^<_m=\Bigl(\hbar\frac{d}{d\tau}\Bigr)^{m}G^<\Big|_{\tau=0},\qquad
M^>_m=\Bigl(-\hbar\frac{d}{d\tau}\Bigr)^{m}G^>\Big|_{\tau=0}.
\end{equation}
The density matrix is the equal-time value. Higher moments describe how the fragment's propagator leaves that value.

The cluster that generalizes the span of $a$ and $b$ is
\begin{equation}
C_n=\mathrm{span}\{x^kDF,\;x^kQF\;;\;k=0,\dots,n\}.
\label{eq:C}
\end{equation}
It contains $F=DF+QF$ and has at most $2(n+1)n_f$ dimensions, which leaves at most $(2n+1)n_f$ bath orbitals. The claim is that the Hamiltonian projected on $C_n$ and filled up to $\mu$ reproduces $M^<_m$ and $M^>_m$ for all $m\le2n+1$.

Let $\Pi$ be the projector on $C_n$ and $x_C=\Pi x\Pi$. Because $D$ commutes with $x$, the vectors $x^kDF=Dx^kF$ lie in the occupied space and the vectors $x^kQF$ in the empty space. Thus $C_n=C_{\rm occ}\oplus C_{\rm vir}$ with orthogonal parts, and $x$ has no matrix element between them. A normalized $u$ in $C_{\rm occ}$ is a combination of eigenvectors with negative energies, so $u^\dagger xu<0$. In the same way $u^\dagger xu>0$ in $C_{\rm vir}$. All levels of $x_C$ in the first block are therefore negative and all in the second positive. Filling the cluster up to $\mu$ fills precisely $C_{\rm occ}$, and its density matrix $D_C$ is the projector on $C_{\rm occ}$. Since $DF$ lies in $C_{\rm occ}$ and $QF$ is orthogonal to it, $D_CF=DF$.

Next, for $k\le n$,
\begin{equation}
x_C^kDF=x^kDF .
\label{eq:krylov}
\end{equation}
This holds for $k=0$. If it holds for $k-1$, then $x_C^kDF=\Pi x\,x^{k-1}DF=\Pi x^kDF$, and the last projector does nothing because $x^kDF$ is in $C_n$. The cluster moment is
\begin{equation}
M^<_{m,C}=F^\dagger x_C^mD_CF=(DF)^\dagger x_C^m\,DF ,
\end{equation}
where $D_C=D_C^2$ was used and one factor moved to the left through $x_C$, with which it commutes. For $m\le2n$ write $m=j+k$ with $j,k\le n$ and apply (\ref{eq:krylov}) on both sides:
\begin{equation}
M^<_{m,C}=(x^jDF)^\dagger(x^kDF)=F^\dagger x^mDF=M^<_m .
\end{equation}
For $m=2n+1$ one factor $x_C$ remains in the middle. Its projectors act on vectors of $C_n$ and can be dropped:
\begin{equation}
M^<_{2n+1,C}=(x^nDF)^\dagger\,\Pi x\Pi\,(x^nDF)=(x^nDF)^\dagger x\,(x^nDF)=M^<_{2n+1}.
\end{equation}
Replacing $D$ by $Q$ gives the particle moments. This proves the claim.

The next order shows where it ends. Now $x_C^{n+1}DF=\Pi x^{n+1}DF$, and the projector matters. With $R=(1-\Pi)x^{n+1}DF$,
\begin{equation}
M^<_{2n+2}-M^<_{2n+2,C}=(x^{n+1}DF)^\dagger(1-\Pi)(x^{n+1}DF)=R^\dagger R .
\label{eq:defect}
\end{equation}
The cluster never overestimates this moment. The defect vanishes only if $x^{n+1}DF$ already lies in $C_{\rm occ}$. Then $x$ maps $C_{\rm occ}$ into itself, and all hole moments are correct. In the chain the defects for $n=0,1,2$ are $0.0464$ eV$^2$, $0.0020$ eV$^4$ and $0.00005$ eV$^6$. The first is, up to rounding, the difference $0.8526-0.8061$ found above. At $n=4$ the cluster has ten orbitals and is the whole chain. The matching up to $2n+1$ and the defect (\ref{eq:defect}) were also tested on random complex Hermitian matrices of dimension 40 with two fragment orbitals, for $n=0$ to $3$.

Two limits of (\ref{eq:C}) are worth noting. If the fragment is completely filled, $QF=0$ and the empty part of the cluster disappears; for $n=0$ no bath orbital is left, because a filled fragment is not entangled with the rest of the determinant. At finite temperature $D$ becomes a Fermi function with $D^2\ne D$, even if $\mu$ lies in a gap. The splitting into orthogonal parts is then lost, and the proof does not apply.

It is essential that the powers of $x$ act on $DF$ and $QF$ separately. The space $\mathrm{span}\{x^kF;\,k=0,\dots,p\}$ is built from powers of the Hamiltonian acting on the fragment alone. The argument around (\ref{eq:krylov}), with $DF$ replaced by $F$, shows that it reproduces the sums
\begin{equation}
M_m=M^<_m+M^>_m=F^\dagger x^mF,\qquad m\le2p+1 .
\end{equation}
At the same size as $C_n$, $p=2n+1$, it gets these sums right up to $m=4n+3$, further than $C_n$ does. But $D$ is a step function of $x$, not a low-order polynomial, and nothing forces $DF$ into this space. In the chain, plain Krylov spaces of two, four and six orbitals give the occupations $0.7353$, $0.7243$ and $0.7172$ per spin instead of $0.7152$. The split cluster gives the correct value with two orbitals. It uses its freedom to separate holes from particles.

Dynamical mean-field theory (DMFT) describes the environment by a hybridization function. To find it, divide the basis into fragment and environment $E$ and solve $(z-x)\psi=F$ for a complex energy $z$. The environment rows give $\psi_E=(z-x_E)^{-1}x_{EF}\psi_F$. Inserted in the fragment rows, this gives $G(z)=\psi_F$ as
\begin{equation}
G(z)=\bigl[z-x_F-\Delta(z)\bigr]^{-1},\qquad \Delta(z)=x_{FE}(z-x_E)^{-1}x_{EF}.
\label{eq:Delta}
\end{equation}
For large $|z|$,
\begin{equation}
G(z)=\sum_{m\ge0}\frac{M_m}{z^{m+1}},\qquad \Delta(z)=\sum_{k\ge0}\frac{\Delta_k}{z^{k+1}},\qquad \Delta_k=x_{FE}\,x_E^k\,x_{EF}.
\end{equation}
Expand the inverse in (\ref{eq:Delta}) as $z^{-1}\sum_j[(x_F+\Delta)z^{-1}]^j$. The term $j=1$ contains $\Delta_kz^{-k-3}$, so $\Delta_k$ enters $M_{k+2}$ with coefficient one. In the terms $j\ge2$ it is accompanied by at least one more factor $z^{-1}$ and first appears in $M_{k+3}$. The first relations are
\begin{equation}
M_1=x_F,\qquad M_2=x_F^2+\Delta_0,\qquad M_3=x_F^3+x_F\Delta_0+\Delta_0x_F+\Delta_1 .
\end{equation}
They can be solved one after the other: $M_0,\dots,M_{2n+1}$ determine $\Delta_0,\dots,\Delta_{2n-1}$. The bath of $C_n$ therefore has the correct hybridization moments for $k\le2n-1$.

For $n=0$ this range is empty. In the chain the total hybridization strength is
\begin{equation}
\Delta_0=2(1.0)^2+2(0.2)^2=2.08\ \mathrm{eV}^2 ,
\end{equation}
from two nearest and two second neighbours. The single DMET bath orbital has $(1.3794)^2=1.9027$ eV$^2$. The missing $0.1773$ eV$^2$ is the sum of the hole defect $0.0464$ and the particle defect $0.1309$ eV$^2$, as the relation for $M_2$ requires. For $n=1$ there are three bath levels, at $-0.982$, $0.764$ and $2.020$ eV from $\mu$, with couplings of magnitude $0.304$, $0.946$ and $1.046$ eV. Their squares add up to $2.08$ eV$^2$, and $\Delta_1=2.802$ eV$^3$ is also correct.

How fast does the finite bath approach the full dynamical one? For a single fragment orbital an error bound follows from the moments. Let the occupied levels lie between $\varepsilon_{\min}$ and $-g$, an interval of width $W$. The function $G^<(\tau)$ is the integral of $q(\varepsilon)=e^{\tau\varepsilon/\hbar}$ over a positive spectral weight of total $M^<_0$. The cluster has the same total weight, and its occupied levels, being averages of $x$ in occupied states, lie in the same interval. Both weights give the same integral for any polynomial $p$ of degree at most $2n+1$, which can thus be subtracted:
\begin{equation}
|G^<(\tau)-G^<_C(\tau)|\le2M^<_0\max_\varepsilon|q(\varepsilon)-p(\varepsilon)| .
\end{equation}
Choose $p$ equal to $q$ at $N=2n+2$ points $\varepsilon_j$ and put $w(\varepsilon)=\prod_j(\varepsilon-\varepsilon_j)$. At a further point $\varepsilon$ let $c=[q(\varepsilon)-p(\varepsilon)]/w(\varepsilon)$. The function $q-p-cw$ has $N+1$ zeros, so its $N$th derivative has a zero $\xi$ in the interval. As $p^{(N)}=0$ and $w^{(N)}=N!$, this means $c=q^{(N)}(\xi)/N!$. With $\varepsilon$ equal to the midpoint plus $(W/2)\cos\theta$, and the points at the zeros of $\cos N\theta$,
\begin{equation}
w=\Bigl(\frac W2\Bigr)^{N}2^{1-N}\cos N\theta,\qquad |w|\le2\Bigl(\frac W4\Bigr)^{N}.
\end{equation}
Finally $q^{(N)}\le(\tau/\hbar)^Ne^{-g\tau/\hbar}$, and therefore
\begin{equation}
|G^<(\tau)-G^<_C(\tau)|\le\frac{4M^<_0}{(2n+2)!}\Bigl(\frac{W\tau}{4\hbar}\Bigr)^{2n+2}e^{-g\tau/\hbar}.
\label{eq:bound}
\end{equation}

At fixed $\tau$ the factorial wins as $n$ grows. In the chain $W=0.767$ eV and $g=0.567$ eV. At $\tau=1$ fs, with $\hbar=0.6582$ eV fs, $W\tau/4\hbar=0.291$, and for $n=0$ the bound is
\begin{equation}
\frac{4(0.7152)}{2}(0.291)^2e^{-0.861}=0.051 .
\end{equation}
The actual error is $0.0114$, or $7\%$ of $G^<=0.154$. For $n=1$ it is $1.0\times10^{-4}$ and for $n=2$ it is $1.8\times10^{-7}$. Long times are harder. For $n=0$ the cluster propagator decays with the energy $1.062$ eV, while that of the chain finally decays with $g=0.567$ eV, so their ratio tends to zero. Small absolute errors at long times do not imply a correct low-energy spectrum, and when the gap closes the exponential in (\ref{eq:bound}) no longer helps.

The bath is built to solve an interacting problem. Let electrons of opposite spin repel on a single fragment orbital,
\begin{equation}
H=\sum_\sigma\hat x_\sigma+U(\hat n_\uparrow-\bar n)(\hat n_\downarrow-\bar n),
\label{eq:H}
\end{equation}
where $\hat x_\sigma$ is the many-electron operator of $x$ for spin $\sigma$ and $\hat n_\sigma$ counts fragment electrons. In the determinant that fills $D$ for both spins, $\langle\hat n_\sigma\rangle=\bar n$. The average field of one spin on the other, $U(\langle\hat n_\sigma\rangle-\bar n)$, vanishes, so $x$ is indeed the spin-restricted mean-field Hamiltonian of $H$.

The first-order energy vanishes for the same reason, and so do the matrix elements to single excitations. Second-order perturbation theory contains one excitation $i\to a$ of spin up and one $j\to b$ of spin down. With $f_i$ the amplitude of level $i$ on the fragment,
\begin{equation}
E_2=-U^2\sum_{ijab}\frac{|f_i|^2|f_j|^2|f_a|^2|f_b|^2}{\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j}.
\end{equation}
Write the inverse denominator $1/A$ as $\hbar^{-1}\int_0^\infty e^{-A\tau/\hbar}d\tau$. The four sums separate, and by (\ref{eq:G}) each is a propagator:
\begin{equation}
E_2=-\frac{U^2}{\hbar}\int_0^\infty\bigl[G^>(\tau)\,G^<(\tau)\bigr]^2d\tau .
\label{eq:E2}
\end{equation}
At this order the environment enters only through the fragment's mean-field propagator, the quantity whose short-time expansion the cluster reproduces. Formula (\ref{eq:E2}) was tested against full configuration interaction at $U=\pm0.2$ eV, for the clusters $n=1,2$ and the whole chain, and held within $1\%$.

For any $U$ there is a variational statement. Keep the occupied orbitals outside $C_n$ doubly filled and the empty ones outside it empty, and let the cluster electrons correlate freely. The interaction lies within the cluster. Terms of $\hat x_\sigma$ that move an electron across its boundary change the fixed outside occupations and have no expectation value. The outside electrons thus add the same constant to the mean-field and the correlated energy. The correlation energy of the cluster, its ground-state energy minus its mean-field energy, is an upper bound to that of the chain. Since $C_n$ is contained in $C_{n+1}$, part by part, every trial state for $n$ is also one for $n+1$, and the bound cannot rise with $n$.

At $U=4$ eV full configuration interaction gives $-0.0998$ eV for $n=0$, $-0.10306$ eV for $n=1$ and $-0.10310$ eV for the whole chain, the last being $-1.652\times10^{-20}$ J. DMET's single bath orbital misses $3.2\%$ of the correlation energy; three bath orbitals miss $0.03\%$. The double occupancy $\langle\hat n_\uparrow\hat n_\downarrow\rangle$ falls from $\bar n^2=0.512$ in mean field to $0.427$ for $n=0$, $0.4210$ for $n=1$ and $0.4208$ in the chain. The number of fragment electrons falls from $1.430$ to $1.380$, $1.3739$ and $1.3738$. The interacting density is thus no longer matched identically. The moment theorem is a statement about the mean-field propagator. In this example the interacting results approach those of the chain as $n$ grows, but the theorem gives no equalities for them.

In DMFT the other sites carry a self-energy $\Sigma(z)$, so the environment is no longer described by $x$ alone. The theorem still applies if $\Sigma$ has the pole form $\Sigma(z)=V(z-e)^{-1}V^\dagger$ with a real diagonal matrix $e$, any static part being included in $x$. Add one auxiliary orbital per pole:
\begin{equation}
X=\begin{pmatrix}x&V\\V^\dagger&e\end{pmatrix}.
\end{equation}
Eliminating the auxiliary orbitals, exactly as the environment was eliminated in (\ref{eq:Delta}), leaves $[z-x-\Sigma(z)]^{-1}$ in the physical block. $X$ is Hermitian. If it has a gap at $\mu$, the proof holds with $x$ replaced by $X$ and $D$ by the projector on the negative levels of $X$. With $\Sigma$, including its static part, set to zero on the fragment, whose own interaction is treated explicitly, the fragment block is the Weiss field of DMFT, and its hybridization function is the one whose moments the cluster matches.

As a check, each of the nine other sites of the chain was given the self-energy $v^2/(z-p)+v^2/(z+p)$ with $v=0.5$ eV and $p=1.5$ eV. This narrows the gap to $0.915$ eV. The hole moments follow independently from the Green function by a contour integral around its occupied poles,
\begin{equation}
M^<_m=\frac1{2\pi i}\oint z^m\,F^\dagger[z-x-\Sigma(z)]^{-1}F\,dz .
\end{equation}
For $m=0$ to $3$ they are $0.7094$, $-0.7463$ eV, $0.8655$ eV$^2$ and $-1.1025$ eV$^3$, and the $n=1$ cluster built from $X$ reproduces them. At $m=4$ the cluster gives $1.514$ instead of $1.532$ eV$^4$, lower, as (\ref{eq:defect}) demands.

The two theories are thus joined through their baths. For $n=0$ the bath carries the equal-time density matrix and its first energy weight. Each further power of the Hamiltonian adds two hole and two particle moments, and when the Krylov spaces close the bath carries the full hybridization function of the given $X$. DMFT also demands self-consistency: the self-energy put on each site must be the one found when that site is the fragment. If all sites are equivalent, a single impurity problem has to be iterated; with inequivalent sites, as in this chain, there is one for each of them. That condition was not imposed here, and matching the bath does not replace it. The numerical output below lists the moments and energies, and the bath parameters for $n=0$ and $1$.

\section*{Computed values}
\begin{verbatim}
hbar = 0.658212 eV fs; sites 10, fragment site 4, pairs 5
hoppings -1.0, 0.2 eV; staggered level 0.5 eV; U = 4.0 eV
mu = -0.308703 eV, gap = 1.133228 eV, occupied width = 0.767046 eV
hole moments (eV^m): m, whole chain, n=0, n=1, n=2
  0     0.715242     0.715242     0.715242     0.715242
  1    -0.759332    -0.759332    -0.759332    -0.759332
  2     0.852550     0.806140     0.852550     0.852550
  3    -0.999519    -0.855833    -0.999519    -0.999519
  4     1.210290     0.908590     1.208289     1.210290
  5    -1.500432    -0.964598    -1.490767    -1.500432
  6     1.891842     1.024060     1.863381     1.891796
particle moments (eV^m): m, whole chain, n=0, n=1, n=2
  0     0.284758     0.284758     0.284758     0.284758
  1     0.568035     0.568035     0.568035     0.568035
  2     1.264044     1.133117     1.264044     1.264044
  3     2.998825     2.260341     2.998825     2.998825
  4     7.367147     4.508930     7.351189     7.367147
  5    18.449459     8.994415    18.303136    18.449459
  6    46.727162    17.942061    45.898302    46.720921
first hole defect R+R, n=0,1,2 (eV^2, eV^4, eV^6): 0.046410 0.002001 0.000046
occupation per spin, plain Krylov with 2,4,6 orbitals: 0.735305 0.724305 0.717166
bath n=0: levels - mu (eV) 1.12445; |couplings| (eV) 1.37937
bath n=1: levels - mu (eV) -0.98202 0.76418 2.02040; |couplings| (eV) 0.30390 0.94551 1.04578
hybridization moments (eV^(k+2)): k, whole chain, n=0, n=1, n=2
  0     2.080000     1.902662     2.080000     2.080000
  1     2.802102     2.139456     2.802102     2.802102
  2     5.093416     2.405719     5.075457     5.093416
  3     9.474748     2.705120     9.331220     9.474748
hole propagator at tau = 1.0 fs, whole chain: 0.15396936
  n=0: error 1.142e-02, bound 5.134e-02
  n=1: error 1.042e-04, bound 3.631e-04
  n=2: error 1.839e-07, bound 1.027e-06
  n=3: error 4.256e-11, bound 1.557e-09
interacting fragment, mean-field double occupancy 0.511571
case, E_corr (eV), electrons, double occupancy, E2/U^2 (1/eV)
  n=0   -0.0998088 1.379906 0.427006 -0.00678596
  n=1   -0.1030624 1.373894 0.420958 -0.00700206
  n=2   -0.1030955 1.373766 0.420841 -0.00700297
  n=3   -0.1030982 1.373753 0.420829 -0.00700299
  whole -0.1030984 1.373752 0.420828 -0.00700299
whole-chain E_corr = -1.651818e-20 J
self-energy: v = 0.5 eV, poles +-1.5 eV; dressed gap 0.915190 eV
dressed hole moments (eV^m): m, contour integral, cluster n=1
  0     0.709397     0.709397
  1    -0.746257    -0.746257
  2     0.865497     0.865497
  3    -1.102532    -1.102532
  4     1.531946     1.514389
\end{verbatim}
